## Thermal transpiration through a small hole

A pressure gauge held at 318 K and joined to a vacuum chamber at 296 K need not read the chamber pressure. If one assumes that gas at rest has the same pressure everywhere, the chamber pressure in the example below comes out 3.65 percent too high, even if the gauge measures the pressure inside itself exactly. Equal pressure is the condition for rest when molecules collide with one another many times in the connection. When they pass through without colliding, the condition for zero net flow is different.

### Setting and assumptions

Two vessels at temperatures $T_c$ and $T_h>T_c$ hold the same gas and share a hole of area $A$. The assumptions are these.

- The gas is classical and ideal.
- The mean free path is much longer than the hole diameter, and than any surface beside the hole that is not at the temperature of the vessel it faces.
- The hole is small compared with the vessel surface, and the walls exchange energy with the gas well enough that a molecule takes on its vessel's temperature long before it finds the hole. The molecules that reach the hole from each side then have that side's Maxwell distribution.
- The walls release and take up no net amount of gas.

The foil is at first taken to have no thickness. Here $m$ is the molecular mass, $n$ the number density and $kT$ the thermal energy. The algebra is in atomic units; since $\hbar$ does not enter the transport laws, they hold in any consistent units.

### The one-way flux

Let $x$ be the normal to the hole. The distribution of $v_x$ is

$$g(v_x)=\left(\frac{m}{2\pi kT}\right)^{1/2}e^{-mv_x^2/2kT}. \tag{1}$$

In a time $dt$, molecules with normal velocity $v_x>0$ cross unit area if they start within a distance $v_x\,dt$ of it. The number crossing per unit area and time is therefore

$$J=n\int_0^\infty v_x\,g(v_x)\,dv_x . \tag{2}$$

Since $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$,

$$J=n\left(\frac{m}{2\pi kT}\right)^{1/2}\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} . \tag{3}$$

The mean speed puts this in a convenient form. With $a=m/2kT$ and $\int_0^\infty v^3e^{-av^2}dv=1/2a^2$,

$$\bar v=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\frac{2(kT)^2}{m^2}=\sqrt{\frac{8kT}{\pi m}},\qquad J=\frac{n\bar v}{4}. \tag{4}$$

### Pressure and the condition for zero flow

A wall in equilibrium with the gas receives momentum $mv_x$ from each arriving molecule and an equal average recoil from each departing one. Hence

$$P=2nm\int_0^\infty v_x^2\,g\,dv_x=nm\langle v_x^2\rangle=nkT . \tag{5}$$

Putting $n=P/kT$ into (3) gives

$$J=\frac{P}{\sqrt{2\pi mkT}} . \tag{6}$$

Without collisions in the hole the two streams pass through each other independently. The net rate from cold to hot is

$$A(J_c-J_h)=\frac{A}{\sqrt{2\pi m}}\left(\frac{P_c}{\sqrt{kT_c}}-\frac{P_h}{\sqrt{kT_h}}\right). \tag{7}$$

It vanishes if and only if

$$\boxed{\frac{P_h}{P_c}=\sqrt{\frac{T_h}{T_c}}},\qquad \frac{n_h}{n_c}=\frac{P_hT_c}{P_cT_h}=\sqrt{\frac{T_c}{T_h}} . \tag{8}$$

Area and mass have cancelled. In a mixture, (8) holds for the partial pressure of each species, and so for the total pressure.

Two other starting conditions show what drives the flow. At equal pressures (6) gives $J_h/J_c=\sqrt{T_c/T_h}<1$, so gas moves from cold to hot: the hot molecules are faster by the factor $\sqrt{T_h/T_c}$, but their density is lower by the larger factor $T_h/T_c$. This flow is thermal transpiration. At equal densities (4) gives $J_h/J_c=\sqrt{T_h/T_c}>1$, and gas moves from hot to cold. The balanced state lies between the two. The pressure difference then acts as a force on the foil; there are no collisions in the hole through which it could push one stream back.

### Heat still flows

Fast molecules cross more often than slow ones, so the mean energy of a crossing molecule exceeds $\tfrac32kT$. The normal motion contributes

$$\frac{\int_0^\infty \tfrac12 mv_x^3e^{-av_x^2}dv_x}{\int_0^\infty v_xe^{-av_x^2}dv_x}=\frac m2\,\frac{1/2a^2}{1/2a}=\frac{m}{2a}=kT , \tag{9}$$

and each of the two tangential motions contributes $\tfrac12kT$. The total is $2kT$. At zero net number flow the translational heat flux from hot to cold is

$$q_E=2J(kT_h-kT_c). \tag{10}$$

The balanced state is thus steady, but it is not thermal equilibrium; heaters and coolers must maintain it. Molecules with internal energy carry additional heat.

### Approach to balance

Let the hot vessel be a gauge of volume $V$ containing $N$ molecules, and let the cold chamber be so large that $P_c$ stays fixed. A real hole passes only a fraction $W$ of the molecules entering it. If $W$ is the same in both directions,

$$\frac{dN}{dt}=WA\left(J_c-\frac{N\bar v_h}{4V}\right)=-\frac{N-N_*}{\tau},\qquad \tau=\frac{4V}{WA\bar v_h},\quad N_*=\frac{4VJ_c}{\bar v_h}. \tag{11}$$

The departure from balance decays as $e^{-t/\tau}$. From (4), $4kT_h/\bar v_h=\sqrt{2\pi mkT_h}$, so the final pressure is $N_*kT_h/V=J_c\sqrt{2\pi mkT_h}=P_c\sqrt{T_h/T_c}$, in agreement with (8). The transmission $W$ affects the settling time and not the final ratio.

### A hole of finite thickness

To find $W$ for a round hole of radius $r$ and length $L$, first take the fraction $F$ of entering molecules that reach the far end without touching the wall. Draw the sphere through the rims of both end disks; its radius satisfies $R^2=r^2+L^2/4$. Molecules enter with the cosine law: the number per solid angle leaving an element is proportional to $\cos\theta/\pi$. Two elements of a sphere at distance $\ell_s$ see each other at equal angles $\theta$, with $\ell_s=2R\cos\theta$, so the fraction passing from one to unit area at the other is

$$\frac{\cos^2\theta}{\pi \ell_s^2}=\frac{1}{4\pi R^2}, \tag{12}$$

the same for every pair. Every straight path between the two spherical caps beyond the disks crosses both disks, and every path through both disks joins the caps. Each cap has area $2\pi R(R-L/2)$. Equating the two counts,

$$\pi r^2F=\frac{[2\pi R(R-L/2)]^2}{4\pi R^2}\quad\Rightarrow\quad F=\frac{(R-L/2)^2}{r^2}. \tag{13}$$

The remaining fraction $1-F$ strikes the wall. Let a fraction $s$ of these reflect like light from a mirror; they keep their axial velocity and go forward. The others leave diffusely, with directions symmetric about the wall normal, so half go forward. For $L\ll r$, further wall hits may be neglected, and

$$W\simeq F+(1-F)\left[s+\frac{1-s}{2}\right]=F+(1-F)\frac{1+s}{2}. \tag{14}$$

Diffuse reflection ($s=0$) makes $W$ independent of speed, and the mirror symmetry of a straight hole makes it equal in both directions. If the two streams reflected differently, the balance $W_cJ_c=W_hJ_h$ would give

$$\frac{P_h}{P_c}=\frac{W_c}{W_h}\sqrt{\frac{T_h}{T_c}} . \tag{15}$$

### A hole of finite area

Equation (8) assumed that each side has a pure Maxwell distribution. In collisionless vessels with diffuse walls this assumption can be relaxed. Suppose that every wall element in both vessels emits the same number flux $J$ with the cosine law. The number carried along a ray per unit area normal to the ray, solid angle and time is then $J/\pi$, whatever the speeds. A wall element therefore receives $J/\pi$ along every direction, including directions that look through the hole, and its arrivals balance its emissions. The hole passes $J$ each way, so this is a state of zero net flow.

The density does depend on speed. The mean of $1/v$ over emitted molecules, whose speeds are weighted by $v^3e^{-av^2}$, is $1/\bar v$. If a vessel had one temperature throughout, it would contain $nV=4JV/\bar v$ molecules, so the flights starting from its whole surface, hole included, contribute a total of $4V$ in area times mean length. Those starting at the hole contribute $A\ell$, where $\ell$ is their mean length, and they have the other vessel's speeds. For vessel $i$ joined to vessel $j$,

$$n_i=4J\left[\frac{1-q}{\bar v_i}+\frac{q}{\bar v_j}\right],\qquad q=\frac{A\ell}{4V}. \tag{16}$$

As $q\to0$ this returns the density ratio in (8).

A particle simulation tested this case. Two equal cubes had diffuse walls with a temperature ratio of 4, and a square window covered 2.7 percent of each cube's surface. Equation (16) gives a cold-to-hot density ratio of 1.91, and the simulation gave 1.91; the small-hole value is 2. The ratio of wall pressures was 1.95, also below the small-hole value of 2. The sign is as it should be: molecules arriving straight from the window bring larger momenta to the cold walls and smaller momenta to the hot ones. The mean energies per crossing were $2.00\,kT_c$ and $2.00\,kT_h$, in agreement with the total of $2kT$ used in (10).

### Where collisions end the law

For hard spheres of diameter $d$, a collision occurs when two centres come within $d$, so the cross-section is $\pi d^2$. The difference of two independent Maxwell velocities has twice the variance of either, so the mean relative speed is $\sqrt2\,\bar v$. Dividing $\bar v$ by the collision rate $\sqrt2\,\bar v\,n\pi d^2$ gives

$$\lambda=\frac{1}{\sqrt2\,\pi d^2n}. \tag{17}$$

In the opposite limit, with $\lambda$ much shorter than the hole diameter, the gas in the hole acts as a continuous fluid. To leading order its stress is an isotropic pressure, and a fluid at rest without body forces must then have $\nabla P=0$. The ratio $P_h/P_c$ tends to 1. Equation (8) must not be used to correct readings in that regime.

### Worked example: a heated gauge

Take a cubic gauge cavity of side 20 mm at 318 K, behind a foil 0.020 mm thick with a round hole 1.0 mm in diameter. The chamber is at 296 K and the gauge reads $1.0\times10^{-4}$ Torr. The model gas has $m=30$ u and $d=4$ angstrom. From (8),

$$\frac{P_h}{P_c}=\sqrt{\frac{318}{296}}=1.0365,\qquad P_c=\frac{1.0\times10^{-4}}{1.0365}=9.65\times10^{-5}\ \text{Torr}, \tag{18}$$

or $1.29\times10^{-2}$ Pa. The uncorrected reading exceeds the chamber pressure by 3.65 percent of that pressure. If the two pressures were made equal, the net flow into the gauge would at first be 3.5 percent of the one-way flow from the chamber.

The two fluxes at balance follow from (4), with densities per mm³ and speeds in mm/s:

$$J_c=\frac{(3.1475\times10^{9})(4.5706\times10^{5})}{4}=3.596\times10^{14}, \tag{19}$$

$$J_h=\frac{(3.0366\times10^{9})(4.7374\times10^{5})}{4}=3.596\times10^{14}, \tag{20}$$

both per mm² and second. The gauge contains the thinner and faster gas.

Here $L/r=0.04$. Equation (13) gives $F=0.961$, and (14) with $s=0$ gives $W=0.980$; ray tracing through the hole also gave 0.980. The hole area is 0.785 mm², so the rate each way is $0.980\times0.785\times3.596\times10^{14}=2.77\times10^{14}$ per second. If energy exchange with the wall of the hole is ignored, each exchanged pair carries $2(0.027403-0.025507)=0.00379$ eV to the chamber. The translational heat flow through the hole is then about $1.05\times10^{12}$ eV/s, or $1.7\times10^{-7}$ W. About 4 percent of the entering molecules strike that wall, so this figure is good only to a few percent. The settling time from (11) is

$$\tau=\frac{4\times8000}{0.980\times0.785\times4.737\times10^{5}}=0.088\ \text{s}. \tag{21}$$

Several neglected effects can now be sized. Gas released by the gauge walls is not among them: it would raise the reading by an amount that depends on the condition of the walls and on the size of the hole.

- **Collisions.** The mean free path in the chamber is 447 mm, and the hole diameter is 0.2 percent of it. The outer face of the foil matters more. It is taken to be at gauge temperature, and molecules leaving it can collide in the chamber and return to the hole warm. The foil's 20 mm width is 4.5 percent of the mean free path, so few molecules collide close to it, and the change should be a small fraction of the 3.65 percent excess. Its size is not calculated here.
- **Surface reflection.** If $s$ differed by an assumed 0.05 between the streams, (14) and (15) would shift the pressure ratio by $0.05(1-0.961)/(2\times0.980)$, or 0.10 percent.
- **Hole area.** The hole is $3.3\times10^{-4}$ of the cavity surface. No flight in the cube is longer than $\sqrt3$ times its side, so $q<10^{-3}$. Since the mean speeds differ by under 4 percent, (16) changes the gauge density by less than $10^{-4}$ of its value.
- **Gas law.** Each pair of hard spheres excludes a volume $4\pi d^3/3$, or half of that per molecule; the correction $2\pi d^3n/3$ is $4\times10^{-10}$. The number of molecules in a cubic thermal wavelength is $2\times10^{-14}$, so classical statistics suffice.

### Relation to real gauges

The example is patterned on a heated capacitance manometer. The temperatures and the reading are chosen for illustration, and the model gas is close to air in molecular mass and size. The foil is an idealization; a gauge may instead be connected through a tube. The cavity size is also a free choice, and (21) scales with it as $V/A$. In a long tube most molecules strike the wall, so (14) no longer applies. A straight tube with fully diffuse walls still has equal transmission both ways, and (8) survives. If its surfaces treat the two streams differently, (15) shows that each percent of difference in transmission moves the pressure ratio by one percent, a sizeable part of the 3.65 percent excess; the model does not predict that difference.

Pressure sets the other limit. At fixed gauge temperature $\lambda$ varies as $1/P$, and it falls to the 1.0 mm hole diameter at a gauge pressure of about 0.046 Torr. A wider opening reaches the same condition at a proportionally lower pressure. In the example the heated outer face of the foil sets an earlier limit. The chamber mean free path falls to the face's 20 mm width at a gauge pressure of about 0.002 Torr. As it becomes short compared with the face, the chamber gas next to the hole is warmed toward the gauge temperature while staying at nearly the chamber pressure, and the excess shrinks even though $\lambda$ still exceeds the hole diameter. The correction in (18) therefore requires $\lambda$ to be long compared with both the opening and any heated surface around it, here a pressure far below 0.002 Torr; well above 0.046 Torr the excess tends to zero. The correction also presumes that the gauge reports the pressure inside itself. A gauge calibrated against a known chamber pressure, at the same temperatures and in the collisionless regime, already includes the effect and must not be corrected again. The full set of values is in the numerical output that follows.

## Table of computed values

```
Model molecular mass: 30.0 u
Model collision diameter: 4.0 angstrom
Chamber temperature: 296.0 K
Gauge temperature: 318.0 K
Gauge pressure reading: 1.0000e-04 Torr
Hole diameter: 1.00 mm
Foil thickness: 0.020 mm
Cubic cavity side: 20.0 mm
Thermal energy, chamber: 0.025507 eV
Thermal energy, gauge: 0.027403 eV
Mean speed, chamber: 457.06 m/s
Mean speed, gauge: 473.74 m/s
Pressure ratio gauge/chamber, formula: 1.036496 (no unit)
Pressure ratio gauge/chamber, root: 1.036496 (no unit)
True chamber pressure: 9.64789e-05 Torr
True chamber pressure: 1.28628e-02 Pa
Reading excess over chamber pressure: 3.650 percent
Density ratio gauge/chamber: 0.964789 (no unit)
Number density, chamber: 3.1475e+09 per mm^3
Number density, gauge: 3.0366e+09 per mm^3
One-way flux at balance: 3.5964e+14 per mm^2 per s
Net/cold flux at equal pressures: 3.521 percent
Hole area: 0.78540 mm^2
View factor of hole ends: 0.96079 (no unit)
Diffuse transmission, short-hole formula: 0.98040 (no unit)
Diffuse transmission, ray tracing: 0.98017 (no unit)
Half-specular transmission, formula: 0.99020 (no unit)
Half-specular transmission, tracing: 0.99013 (no unit)
One-way molecular rate: 2.7693e+14 per s
Net energy per exchanged pair: 0.003792 eV
Translational heat flow to chamber: 1.0500e+12 eV/s
Translational heat flow to chamber: 1.6823e-07 W
Gauge settling time constant: 0.08772 s
Mean free path, chamber: 446.95 mm
Mean free path, gauge: 463.26 mm
Hole diameter/chamber path: 0.00224 (no unit)
Heated foil side/chamber path: 0.04475 (no unit)
Gauge pressure where path = hole diameter: 0.04633 Torr
Assumed specular-fraction difference: 0.050 (no unit)
Resulting pressure-ratio shift: 0.1000 percent
Hole area/cavity surface: 3.272e-04 (no unit)
Molecular-volume correction: 4.219e-10 (no unit)
Quantum degeneracy: 2.001e-14 (no unit)
Simulation temperature ratio: 4.00 (no unit)
Simulation window/cube surface: 0.02667 (no unit)
Small-hole pressure ratio hot/cold: 2.0000 (no unit)
Simulated wall-pressure ratio hot/cold: 1.9541 (no unit)
Finite-window density ratio cold/hot: 1.9064 (no unit)
Simulated density ratio cold/hot: 1.9075 (no unit)
Simulated crossing energy, cold: 2.0030 kT
Simulated crossing energy, hot: 1.9993 kT
Cold dwell time, simulated/predicted: 1.0027 (no unit)
Hot dwell time, simulated/predicted: 1.0018 (no unit)
Relative/mean speed, sampled: 1.4121 (no unit)
```
